# Kane's band tail from a slowly varying Gaussian potential

In an amorphous oxide semiconductor the bottom of the conduction band is not at the same energy everywhere. Variations in composition and charge raise it in some regions and lower it in others. An electron with energy below the average band edge is still in an allowed band wherever the local edge is lower still. How many such states are there, and how does their number fall with depth?

## The model

Let $V(\mathbf r)$ be the local band edge, measured from its spatial mean. Its values have a Gaussian distribution with standard deviation $\sigma$,

$$P(V)=\frac{e^{-V^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}.$$

The electrons are independent and have an isotropic effective mass $m$. The sample is large enough for a spatial average to equal an average over realizations of $V$. The algebra uses atomic units, so $\hbar=1$ and $m$ is in electron masses. The density of states $\rho(E)$ is per volume and energy, counts both spins, and has $E=0$ at the mean edge. I write $x=E/\sigma$.

The result, at leading order in the slowness of $V$, is

$$\rho(E)=\frac{m^{3/2}\sigma^{1/2}}{2\pi^2}\,e^{-x^2/4}D_{-3/2}(-x), \tag{1}$$

where $D_p$ is the parabolic-cylinder function. I call (1) Kane's form, and the density and the number of states that it gives Kane's $\rho$ and Kane's $N$.

## The function that appears

For $a>0$ define

$$f_a(x)=\frac{1}{\Gamma(a)}\int_0^\infty t^{a-1}g(x-t)\,dt,\qquad g(s)=e^{-s^2/2}. \tag{2}$$

Since $g'=-sg$, we have $g''+sg'=-g$. Split $x=(x-t)+t$ in the product $xf_a'$:

$$f_a''+xf_a'=\frac1{\Gamma(a)}\int_0^\infty t^{a-1}\left[-g(x-t)+t\,g'(x-t)\right]dt.$$

Because $g'(x-t)=-\partial_t\,g(x-t)$, integration by parts turns $\int t^a g'(x-t)\,dt$ into $a\int t^{a-1}g(x-t)\,dt$; the boundary terms vanish. Hence

$$f_a''+xf_a'+(1-a)f_a=0. \tag{3}$$

Now put $f_a=e^{-x^2/4}y$. Then

$$f_a'=e^{-x^2/4}\left(y'-\tfrac x2y\right),\qquad f_a''=e^{-x^2/4}\left(y''-xy'-\tfrac12y+\tfrac{x^2}4y\right),$$

and (3) becomes Weber's equation

$$y''+\left(\tfrac12-a-\tfrac{x^2}{4}\right)y=0. \tag{4}$$

The function $D_{-a}(z)$ is the solution of (4), in the variable $z$, that behaves as $z^{-a}e^{-z^2/4}$ for $z\to+\infty$. The equation is even, so $D_{-a}(-x)$ also solves it. For $x\to-\infty$, (2) reads

$$f_a=\frac{e^{-x^2/2}}{\Gamma(a)}\int_0^\infty t^{a-1}e^{-|x|t}e^{-t^2/2}dt\simeq|x|^{-a}e^{-x^2/2},$$

since small $t$ dominates. This is the required behaviour, so

$$f_a(x)=e^{-x^2/4}D_{-a}(-x). \tag{5}$$

Differentiating (3) gives the same equation for $f_a'$ with $a$ replaced by $a-1$. The leading form of $f_a'$ at $x\to-\infty$ is $|x|^{1-a}e^{-x^2/2}$, again correctly normalized. Therefore

$$f_a'=f_{a-1}, \tag{6}$$

and (5) with (6) extends $f_a$ to $a\le0$.

## First derivation: average the local band

In a uniform region, states fill a sphere of radius $k=\sqrt{2mE}$ in wavevector space. With two spins their number per volume is

$$N_0=2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{(2mE)^{3/2}}{3\pi^2},\qquad \rho_0(E)=\frac{dN_0}{dE}=\frac{\sqrt2\,m^{3/2}}{\pi^2}\sqrt E.$$

If $V$ hardly changes over the distance that matters for the electron's motion, a region with edge $V$ contributes $\rho_0(E-V)$ when $V<E$ and nothing otherwise. This is the physical approximation. Averaging over regions,

$$\rho(E)=\int_{-\infty}^{E}\rho_0(E-V)P(V)\,dV.$$

Let $t=(E-V)/\sigma$ be the local kinetic energy in units of $\sigma$. Then $V=\sigma(x-t)$, the measure is $\sigma\,dt$, and $\sqrt{E-V}=\sqrt{\sigma t}$. The $\sigma$ in the measure cancels the one in $P$:

$$\rho(E)=\frac{\sqrt2\,m^{3/2}}{\pi^2}\frac{\sigma^{1/2}}{\sqrt{2\pi}}\int_0^\infty\sqrt t\,e^{-(x-t)^2/2}dt.$$

By (2) the integral is $\Gamma(3/2)f_{3/2}(x)$, with $\Gamma(3/2)=\sqrt\pi/2$. The numerical factor is

$$\frac{\sqrt2}{\pi^2}\cdot\frac1{\sqrt{2\pi}}\cdot\frac{\sqrt\pi}{2}=\frac1{2\pi^2},$$

and (5) gives (1).

By (6), integrating over energy raises $a$ by one. The number of states below $E$ is

$$N(E)=\frac{m^{3/2}\sigma^{3/2}}{2\pi^2}f_{5/2}(x).$$

**Deep tail.** For $x\to-\infty$ keep one more term, $e^{-t^2/2}\simeq1-t^2/2$. Its relative contribution is $-\Gamma(7/2)/[2\Gamma(3/2)x^2]$, and $\Gamma(7/2)/\Gamma(3/2)=15/4$, so

$$\rho\simeq\frac{m^{3/2}\sigma^{1/2}}{2\pi^2}|x|^{-3/2}e^{-x^2/2}\left(1-\frac{15}{8x^2}\right).$$

The tail is a Gaussian with a power-law prefactor. It has no single exponential slope: its local decay energy $W=\rho/\rho'=\sigma f_{3/2}/f_{1/2}$ tends to $\sigma^2/|E|$ and shrinks with depth.

**High in the band.** For $E\gg\sigma$, expand $\sqrt{E-V}=\sqrt E\,(1-V/2E-V^2/8E^2-\dots)$. The linear term averages to zero, leaving $\rho\simeq\rho_0(E)[1-1/(8x^2)]$. The concavity of the square root makes the average slightly smaller than the clean value.

**At the mean edge.** With $u=t^2/2$, $\int_0^\infty\sqrt t\,e^{-t^2/2}dt=2^{-1/4}\Gamma(3/4)$. Hence $f_{3/2}(0)=2^{3/4}\Gamma(3/4)/\sqrt\pi=1.163$.

## Second derivation: the partition function

This route starts from the Hamiltonian $H=-\nabla^2/2m+V$ and does not assign a density of states to each region. Consider

$$Z(\beta)=\int_{-\infty}^{\infty}\rho(E)e^{-\beta E}dE=2\,\langle\,\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle\,\rangle,$$

where the outer brackets average over position and the 2 counts spin. In plane waves,

$$\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle=\int\frac{d^3p}{(2\pi)^3}\,u,\qquad u=e^{-i\mathbf p\cdot\mathbf r}e^{-\beta H}e^{i\mathbf p\cdot\mathbf r}.$$

Moving the plane wave through $H$ replaces $-i\nabla$ by $\mathbf p-i\nabla$, so

$$\partial_\beta u=-\left(\frac{p^2}{2m}-\frac{i}{m}\mathbf p\cdot\nabla-\frac{\nabla^2}{2m}+V\right)u,\qquad u(\beta=0)=1.$$

Write $u=e^{-\beta(p^2/2m+V)}w$. The terms without derivatives cancel:

$$\partial_\beta w=e^{\beta V}\left(\frac im\mathbf p\cdot\nabla+\frac{\nabla^2}{2m}\right)e^{-\beta V}w.$$

Expand $w=1+w_1+w_2+\dots$ by the number of gradients. At first order $\partial_\beta w_1=-(i\beta/m)\,\mathbf p\cdot\nabla V$, so $w_1=-(i\beta^2/2m)\,\mathbf p\cdot\nabla V$. At second order,

$$\partial_\beta w_2=\frac{\beta^2}{2m^2}(\mathbf p\cdot\nabla)^2V-\frac{\beta^3}{2m^2}(\mathbf p\cdot\nabla V)^2+\frac{\beta^2(\nabla V)^2-\beta\nabla^2V}{2m}.$$

The first two terms come from $\mathbf p\cdot\nabla$ acting on $w_1$ and on $e^{-\beta V}$. Integrate over $\beta$, then average over momentum with weight $e^{-\beta p^2/2m}$, for which $\langle p_ip_j\rangle=\delta_{ij}m/\beta$. The odd term $w_1$ drops out, and

$$\overline{w_2}=\frac{\beta^2}{m}\left(\frac16-\frac14\right)\nabla^2V+\frac{\beta^3}{m}\left(-\frac18+\frac16\right)(\nabla V)^2=-\frac{\beta^2}{12m}\nabla^2V+\frac{\beta^3}{24m}(\nabla V)^2.$$

**Leading order.** With $w=1$, the momentum integral gives $(m/2\pi\beta)^{3/2}$. Completing the square in the Gaussian average gives $\langle e^{-\beta V}\rangle=e^{\beta^2\sigma^2/2}$. Thus

$$Z_0=2\left(\frac{m}{2\pi\beta}\right)^{3/2}e^{\beta^2\sigma^2/2}. \tag{7}$$

To recover $\rho$, take the logarithmic derivative of (7) and multiply by $\beta$:

$$\beta Z_0'=\left(\sigma^2\beta^2-\tfrac32\right)Z_0.$$

Under the integral defining $Z$, a factor $\beta$ corresponds to $d/dE$ acting on $\rho$, by parts, and $d/d\beta$ corresponds to multiplication by $-E$. The identity holds for all $\beta>0$, so it holds for the functions of energy:

$$-(E\rho)'=\sigma^2\rho''-\tfrac32\rho\quad\Longrightarrow\quad\rho_{xx}+x\rho_x-\tfrac12\rho=0.$$

This is (3) with $a=3/2$. One solution is $f_{3/2}$. A second, independent one grows as $|x|^{1/2}$ for $x\to-\infty$, as substitution in the equation confirms, and would make $Z$ diverge. So $\rho=Cf_{3/2}(x)$.

The constant follows from $\beta\to0$, where high energies dominate $Z$. There (2) gives $f_{3/2}\simeq\sqrt{2\pi}\sqrt x/\Gamma(3/2)$. Using $\int_0^\infty\sqrt E\,e^{-\beta E}dE=\Gamma(3/2)\beta^{-3/2}$,

$$C\sqrt{\frac{2\pi}{\sigma}}\,\beta^{-3/2}=2\left(\frac{m}{2\pi}\right)^{3/2}\beta^{-3/2}\quad\Longrightarrow\quad C=\frac{m^{3/2}\sigma^{1/2}}{2\pi^2}.$$

This is (1) again.

**The first correction.** The average of $\nabla\cdot(e^{-\beta V}\nabla V)$ over a large volume vanishes, so $\langle e^{-\beta V}\nabla^2V\rangle=\beta\langle e^{-\beta V}(\nabla V)^2\rangle$. The coefficient of the latter average becomes $-\frac1{12}+\frac1{24}=-\frac1{24}$ times $\beta^3/m$.

Now assume that $V$ is a homogeneous Gaussian random field, so that $V$ and $\nabla V$ at one point are jointly Gaussian. Since $\langle V\nabla V\rangle=\frac12\nabla\langle V^2\rangle=0$, they are independent. With $G=\langle|\nabla V|^2\rangle$,

$$Z\simeq Z_0\left(1-\frac{G\beta^3}{24m}\right).$$

The factor $\beta^3$ means three energy derivatives. By (6) they take $f_{3/2}$ to $f_{-3/2}$:

$$\rho\simeq\frac{m^{3/2}\sigma^{1/2}}{2\pi^2}e^{-x^2/4}\left[D_{-3/2}(-x)-\eta D_{3/2}(-x)\right],\qquad\eta=\frac{G}{24m\sigma^3}. \tag{8}$$

For the correlation $\langle V(0)V(\mathbf r)\rangle=\sigma^2e^{-r^2/2L^2}$, minus its second derivative at the origin is $\sigma^2/L^2$ in each direction. Thus $G=3\sigma^2/L^2$ and $\eta=1/(8mL^2\sigma)$.

In the deep tail the relative change tends to $-\eta|x|^3$. Kane's form therefore requires $|x|^3\ll8mL^2\sigma$. However smooth the potential, this fails at sufficient depth. Confinement in the wells costs kinetic energy that (1) leaves out, so (1) puts too many states there. At the mean edge the sign is opposite: the differential equation gives $\rho_{xxx}=-\frac12\rho_x<0$ at $x=0$, and the correction raises $\rho$.

## What each derivation assumes

Both assume a parabolic band, independent electrons and, for (1), only the one-point distribution of $V$. Two potentials with the same $\sigma$ but different correlation lengths give the same leading result.

The first derivation applies the uniform count energy by energy. It is short and shows where the states are: in regions with $V<E$. It gives no estimate of its own error.

The second assumes that the gradient expansion is good at the relevant $\beta$. It yields the error, but at a price: the correction needs a differentiable potential and the joint statistics of $V$ and $\nabla V$. It also inverts a truncated series. That is safe where the higher orders are small too. A small first correction does not guarantee this near an energy where it changes sign. Where the correction is large, (8) signals failure and does not supply a reliable density. If the potential varies so sharply that $G$ is infinite, the expansion is unavailable.

A quantum calculation tests both routes. Take $m=\sigma=1$ and $V=V_1(x)+V_2(y)+V_3(z)$, three independent Gaussian fields of variance $1/3$ and correlation length $L=3$. The three-dimensional levels are then sums of one-dimensional ones, found by diagonalizing 8192 disordered rings of length 24. Here $G=\sigma^2/L^2=1/9$, because each field varies along one axis only.

At $E=-1$ the quantum count of states is 0.978 of Kane's $N$. Compared with the local count for the same sampled fields it is lower by 2.1%, and the gradient term predicts 2.1%. At $E=-2$ the reduction is 7.1%, against a predicted 7.3%. The absolute prefactor and the correction are thus both supported in this case.

## An amorphous oxide band edge

Take rough typical values for the conduction band of amorphous indium gallium zinc oxide: $m=0.3$, $\sigma=0.04$ eV and $L=5$ nm. In atomic units $\sigma=0.001470$ and $L=94.49$. At the mean edge (1) gives

$$\rho(0)=\frac{0.3^{3/2}\times0.001470^{1/2}}{2\pi^2}\times1.163=3.71\times10^{-4}$$

in atomic units, which is $9.2\times10^{19}$ cm$^{-3}$ eV$^{-1}$, or $9.2\times10^{-5}$ Å$^{-3}$ eV$^{-1}$. The clean band would have none there.

Restoring $\hbar$, $\hbar^2/mL^2=0.01016$ eV and $\eta=0.01016/(8\times0.04)=0.032$. The last column gives the first gradient correction relative to Kane's density.

| $E$ (eV) | Kane $\rho$ (cm$^{-3}$ eV$^{-1}$) | change |
|---:|---:|---:|
| $-0.12$ | $1.4\times10^{17}$ | $-97\%$ |
| $-0.08$ | $2.8\times10^{18}$ | $-31\%$ |
| $-0.04$ | $2.3\times10^{19}$ | $-4.3\%$ |
| $0$ | $9.2\times10^{19}$ | $+1.7\%$ |
| $0.08$ | $3.0\times10^{20}$ | $-0.1\%$ |

The correction reaches $-10\%$ at $E=-0.053$ eV, only $1.3\sigma$ below the mean edge. The entry at $-0.12$ eV shows that the expansion has failed, not that 3% of the states remain. Kane's form gives $2.6\times10^{18}$ cm$^{-3}$ states below the mean edge, of which $4.5\times10^{17}$ cm$^{-3}$ lie below $-0.04$ eV. To first order the gradient term lowers these two numbers by about 2% and 15%. The second change is larger than the table's entry at $-0.04$ eV because the count includes all the deeper states.

For Kane's $\rho$ the local decay energy $W$ is 0.023 eV at $E=-0.04$ eV and 0.016 eV at $-0.08$ eV. The limiting form $\sigma^2/|E|$ would give 0.040 and 0.020 eV; the limit is not yet reached at these depths. The gradient term removes a larger fraction of the states at greater depth, so it makes the decay faster than Kane's form gives. An exponential fitted over a short interval would return a slope that depends on the interval.

**Carriers at 300 K.** While Boltzmann statistics hold, the electron density at Fermi level $\mu$ is $n=e^{\beta\mu}Z(\beta)$, with $\beta=1/kT$ and $kT=0.02585$ eV. By (7), at fixed $\mu$ disorder multiplies $n$ by $e^{(\sigma/kT)^2/2}=e^{1.197}=3.3$. At leading order the mean carrier energy is

$$-\frac{d\ln Z_0}{d\beta}=\frac32kT-\frac{\sigma^2}{kT}=0.0388-0.0619=-0.023\text{ eV}.$$

The first gradient term changes $n$ by $-\eta(\sigma/kT)^3=-12\%$; higher gradient orders reduce the change to about $-10\%$. To first order it also raises the mean energy by $3\eta(\sigma/kT)^3kT=0.009$ eV, a large part of the leading value. For $\mu=-0.1$ eV, Fermi–Dirac statistics with Kane's density give $n=2.5\times10^{17}$ cm$^{-3}$; Boltzmann statistics overestimate this by 14%. Even at this modest density the deepest states are too full for the Boltzmann form. About half of the excess comes from states below $-0.08$ eV, which Kane's form overcounts, so the 14% is itself an overestimate.

**Other omissions.** Suppose $V$ has a small skewness $s$, so that its third cumulant is $s\sigma^3$. Then $\langle e^{-\beta V}\rangle$ gains the factor $1-s\beta^3\sigma^3/6$ at first order. This has the same $\beta^3$ form as the gradient term, and $s=6\eta=0.19$ has an equal effect. The shape of the tail alone cannot separate the two at this order.

For a nonparabolic band with local kinetic energy $\varepsilon$ and $\varepsilon(1+\alpha\varepsilon)=k^2/2m$, differentiating $k^3/3\pi^2$ replaces $\sqrt\varepsilon$ by $\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)$. With $\alpha$ the inverse of a rough 3 eV gap, $\rho$ rises by 1.8% at $-0.08$ eV, 3.5% at the mean edge and 7.7% at $0.08$ eV. A mass larger by 10% raises $\rho$ by 15% at fixed $\sigma$.

**The real material.** The three band parameters are rough values, and $\sigma$ and $L$ in particular are order-of-magnitude choices here. Smoothness is also in doubt, because an amorphous network is disordered on the scale of atomic spacings as well. Since $\eta\propto L^{-2}$, halving $L$ to 2.5 nm at fixed $\sigma$ multiplies each gradient correction by four: at $-0.04$ eV the first-order term grows from $-4.3\%$ to about $-17\%$. At $-0.08$ eV it would remove more than all the states, so the expansion has failed there. Localized defect levels, such as those associated with oxygen deficiency, are outside the model and add to the density of states. For these parameters, Kane's form is a description of the band edge and the shallow tail; deeper states need a quantum treatment of the wells.

## Values computed for the example and the checks

```
Inputs (rough, amorphous In-Ga-Zn oxide):
mass = 0.3 electron masses; sigma = 0.04 eV; L = 5.0 nm
temperature = 300 K; kT = 0.02585 eV; gap = 3.0 eV
sigma = 0.001470 hartree; L = 94.486 bohr
largest relative error, closed form vs quadrature = 3.3e-16
Averaged band: x, E (eV), Kane DOS, clean DOS (cm^-3 eV^-1), gradient change
 -3  -0.120 1.4369e+17 0.0000e+00   -96.82 %
 -2  -0.080 2.7939e+18 0.0000e+00   -31.32 %
 -1  -0.040 2.3317e+19 0.0000e+00    -4.33 %
  0   0.000 9.2031e+19 0.0000e+00     1.66 %
  1   0.040 2.0162e+20 2.2387e+20     0.70 %
  2   0.080 3.0371e+20 3.1660e+20    -0.09 %
  3   0.120 3.8151e+20 3.8776e+20    -0.08 %
DOS at mean edge = 9.2031e+19 cm^-3 eV^-1 = 9.2031e-05 A^-3 eV^-1
states below x = 0: 2.5672e+18 cm^-3
states below x = -1: 4.5173e+17 cm^-3
states below x = -2: 3.9689e+16 cm^-3
local decay energy at x = -1: 0.02317 eV; sigma^2/|E| = 0.04000 eV
local decay energy at x = -2: 0.01579 eV; sigma^2/|E| = 0.02000 eV
local decay energy at x = -3: 0.01173 eV; sigma^2/|E| = 0.01333 eV
3D quantum test, m = sigma = 1, L = 3 (dimensionless):
x, quantum/Kane count, quantum/local count - 1, predicted change
 -2.0 0.9251 -0.07052 -0.07255
 -1.0 0.9780 -0.02129 -0.02128
  0.0 0.9964 -0.00347 -0.00332
  1.0 1.0001 0.00017 0.00027
Neglected effects:
hbar^2/(m L^2) = 0.01016 eV; eta = 0.03175
gradient change reaches -10 % at x = -1.326, E = -0.0530 eV
skewness with the same effect as the gradients = 0.1905
nonparabolic change of DOS at x = -2: 1.78 %
nonparabolic change of DOS at x = 0: 3.51 %
nonparabolic change of DOS at x = 2: 7.74 %
DOS change for a 10 % larger mass = 15.4 %
Boltzmann carriers: mean energy = -0.02311 eV (clean band 0.03878 eV)
density gain from disorder at fixed Fermi level = 3.3102
gradient change of that density = -11.76 %
Fermi level -0.1 eV: n = 2.4933e+17 cm^-3 (Fermi-Dirac)
same Fermi level: n = 2.8522e+17 cm^-3 (Boltzmann)
Boltzmann excess = 14.40 %
```
